Spin-orbit coupling, moments and gap of a t2g⁵ ion with U

**Problem**

An isolated ion in a cubic field has five d electrons in its t2g shell (low spin), and the eg shell lies higher by Δ. The one-electron spin-orbit term is

H = λ L·S, λ > 0,

where L is the true orbital momentum and S the spin, both in units of ħ. Work first within t2g. The energy zero is the t2g level at λ = 0.

(a) Find the levels of H.

(b) Find the state of the hole and its occupation matrix.

(c) Find the spin and orbital moments, with m = −μ_B(L + 2S).

(d) Add the rotationally invariant mean-field correction

E_U = (U_eff/2) Tr(n − n²), n_ab = ⟨c_b† c_a⟩,

where n is the full 6×6 matrix, including elements between opposite spins. Find the gap and say what spin-orbit coupling contributes to it.

(e) Replace E_U by the Kanamori interaction: repulsion U within an orbital, U′ = U − 2J between different orbitals, and exchange and pair hopping J ≥ 0. Find the Hartree-Fock gap and the many-body gap E(4) + E(6) − 2E(5), where E(N) is the lowest energy with N electrons in t2g.

Use the model values λ = 0.4 eV, Δ = 3.0 eV, U_eff = 2.0 eV, U = 2.4 eV and J = 0.3 eV. Hopping between ions is left out throughout.

**First estimate by scaling**

In (a) the only energy is λ, so the splitting should be about 0.4 eV. In (c) one unpaired hole carries a spin 1/2 and an orbital momentum of order one, so each moment should be of order μ_B.

In (d) the derivative of E_U lowers a filled state by U_eff/2 and raises an empty one by the same amount. Spin-orbit coupling respects time reversal and cannot separate the two members of a Kramers pair. If the hole sits in such a pair, the gap should be about U_eff = 2.0 eV, whatever λ is.

In (e) Hund coupling should reduce U by something of order J, which suggests 2.4 − 0.3 = 2.1 eV. Beyond mean field, J can mix configurations whose energies differ by an amount of order λ. Second-order perturbation theory then suggests a further lowering of order J²/λ = 0.09/0.4 ≈ 0.2 eV. Scaling leaves all numerical factors open.

**Exact solution**

**(a) Levels**

Apply L_z = −i(x∂_y − y∂_x) to the angular functions:

L_z yz = −i xz
L_z xz = +i yz
L_z xy = −i(x² − y²)

The last result lies in eg, so within t2g it counts as zero. For p functions the same operator gives L_z x = +i y and L_z y = −i x. With the correspondence yz → X, xz → Y, xy → Z, the t2g matrix is therefore the p matrix with its sign reversed. Cyclic exchange of the coordinates gives the same for L_x and L_y. Thus

l = −P L P (P projects on t2g)

is an ordinary angular momentum with l = 1, and inside t2g

H = −λ l·S.

Let j = l + S, the j_eff of the usual notation. Squaring it gives

l·S = [j(j+1) − 2 − 3/4]/2,

which is 1/2 for j = 3/2 and −1 for j = 1/2. Hence

E(3/2) = −λ/2 = −0.2 eV (four states)
E(1/2) = +λ = +0.4 eV (two states).

The trace 4(−0.2) + 2(0.4) vanishes, as it must for L·S. Four electrons fill the quartet, the fifth enters the doublet, and one hole remains there.

**(b) Hole state and occupation matrix**

Take the hole with j_z = +1/2. Two basis states have this j_z: |xy↑⟩, with l_z = 0, and |+1,↓⟩, where |+1⟩ = (|yz⟩ + i|xz⟩)/√2 has l_z = +1. Write

h = a|xy↑⟩ + b|+1,↓⟩.

As the top member of a j = 1/2 pair, h must satisfy j₊h = 0. The p-function rules l_x Z = −iY and l_y Z = iX give l₊Z = −(X + iY) = −√2|+1⟩. Also S₊|↓⟩ = |↑⟩, so

j₊h = (−√2 a + b)|+1,↑⟩ = 0, b = √2 a.

Normalization gives a = 1/√3, and

h = (|xy↑⟩ + |yz↓⟩ + i|xz↓⟩)/√3.

Time reversal conjugates the coefficients and sends ↑ to ↓ and ↓ to −↑. The partner is

h′ = (|xy↓⟩ − |yz↑⟩ + i|xz↑⟩)/√3.

The hole matrix is p_ab = h_a h_b*. In the order xy↑, yz↓, xz↓ its non-zero part is

p = (1/3) ×
[ 1  1  −i ]
[ 1  1  −i ]
[ i  i   1 ]

and the electron matrix is n = 1 − p, with trace 6 − 1 = 5. Since p² = p, also n² = n. The elements linking xy↑ to yz↓ and xz↓ are off-diagonal in spin. The imaginary element between yz↓ and xz↓ is diagonal in spin and carries orbital momentum.

**(c) Moments**

A filled t2g shell has Tr S = Tr L = 0, so for these operators

⟨O⟩ = Tr(nO) = −⟨h|O|h⟩.

In h the weight of spin up is 1/3 and that of spin down with l_z = 1 is 2/3. Therefore

⟨h|S_z|h⟩ = (1/3)(1/2) − (2/3)(1/2) = −1/6
⟨h|L_z|h⟩ = −⟨h|l_z|h⟩ = −2/3.

The five electrons have S_z = +1/6 and L_z = +2/3. The moments are

spin: −2(1/6) μ_B = −1/3 μ_B
orbital: −2/3 μ_B
total: −1 μ_B.

Spin and orbital moments are parallel, and the orbital one is twice as large. A spin-only hole would also have a total of size 1 μ_B, so the total alone does not tell the two states apart.

The hole may point in any direction. Within the doublet every vector operator is proportional to j, and the values in h, where j_z = 1/2, fix the factors:

S = −j/3, l = 4j/3.

Any normalized state of the doublet has a pseudospin ⟨j⟩ of length 1/2. Rotating it turns both moments together and leaves their lengths at 1/3 and 2/3 μ_B.

These values need the hole to be in the pure doublet. A non-cubic field mixes in the quartet already at first order in its ratio to λ. Raising the xy level by δ couples h to the j_z = 1/2 quartet state with element √2δ/3 across the separation 3λ/2, which raises the weight of xy↑ in h by 8δ/(27λ). For δ = 0.1λ, within t2g, the spin moment along z goes from −0.33 to −0.27 μ_B and the orbital one from −0.67 to −0.64 μ_B; including eg at Δ = 3.0 eV shifts these to −0.28 and −0.65 μ_B. In the cubic field, spin-orbit coupling to the eg shell leaves the doublet pure (Coulomb mixing between t2g and eg is outside this model). To see this, collect the eg part of L·S h, using L·S = L_zS_z + (L₊S₋ + L₋S₊)/2. Leaving out the common factor 1/√3, the spin-up part is

(1/2)L_z xy + (1/2)L₋(yz + i xz).

The eg part of the first term is −(i/2)(x² − y²). With L₋ = L_x − iL_y, the eg part of L₋(yz + i xz) is that of L_x yz + L_y xz, which is

−i(y² − z²) − i(z² − x²) = i(x² − y²).

Half of this cancels the first term. The spin-down part is (1/2)L₊xy − (1/2)L_z(yz + i xz), and each of its terms stays in t2g. So h, and by time reversal h′, remain eigenstates at +λ for any Δ. The filled quartet takes in some eg weight, but it consists of complete Kramers pairs and carries no net moment, so the moments are still those of the electron in h′, equal to −⟨h|O|h⟩.

The t2g quartet does couple to eg. In the free ion (Δ = 0) the d levels are λ for j = 5/2 and −3λ/2 for j = 3/2. The six states at λ contain the doublet and one quartet, and the four at −3λ/2 form the other quartet. The 2×2 problem for the quartets has diagonal elements −λ/2 and 0, since L has no elements within eg. Its determinant is −3λ²/2, so the squared coupling is 3λ²/2. With Δ restored, the lower root is

E = (Δ − λ/2)/2 − (1/2)√[(Δ + λ/2)² + 6λ²]
= 1.4 − (1/2)√(10.24 + 0.96) = −0.273 eV,

compared with −0.2 eV without eg. Below, eg is again left out.

**(d) Gap with U_eff**

Varying E_U gives δE_U = (U_eff/2)Tr δn − U_eff Tr(n δn), so the potential is

V = U_eff(1/2 − n) = −U_eff/2 + U_eff p.

Because h is an eigenstate of H, p commutes with H. The levels of H + V are

quartet: −λ/2 − U_eff/2 = −0.2 − 1.0 = −1.2 eV
h′, filled: λ − U_eff/2 = 0.4 − 1.0 = −0.6 eV
h, empty: λ + U_eff/2 = 0.4 + 1.0 = 1.4 eV.

The empty state is still the highest, so the solution is self-consistent. The gap is

1.4 − (−0.6) = 2.0 eV = U_eff.

The constant λ has cancelled. At λ = 0, a hole placed in xy↑ gives the same gap of 2.0 eV. With this correction, spin-orbit coupling therefore does not open the gap of the isolated ion; its role is to select the hole. The statement is limited to this correction and to the ion without hopping: with Hund coupling, part (e), the size of the gap does depend on λ. For every single determinant n² = n, so E_U = 0, and the energies differ only through

Tr(nH) = −⟨h|H|h⟩ ≥ −λ,

with equality when the hole is in the doublet. A calculation started from a random noncollinear hole shows this selection: the spin-orbit energy falls from −0.016 to −0.400 eV. The final moments point in a general direction, with lengths 0.333 and 0.667 μ_B, and the gap is 2.0 eV.

The mean-field gap does need a polarized hole. If h and h′ share it equally, p equals 1/2 on the doublet, V vanishes there, and the two states stay degenerate with one electron between them. The gap is then zero for any U_eff.

The full splitting U_eff of the doublet also relies on the spin-off-diagonal elements of p. Delete them from p while keeping the state h fixed. What remains is 1/3 times the projector on |xy↑⟩ plus 2/3 times the projector on |+1,↓⟩. Its expectation value in h is

(1/3)(1/3) + (2/3)(2/3) = 5/9.

The partner h′ contains only |xy↓⟩ and l_z = −1 with spin up, so its expectation value is zero. To first order the doublet splitting drops from U_eff to 5U_eff/9 = 1.1 eV. This is not the self-consistent gap of a collinear calculation, in which the state would also change.

**(e) Gap with Hund coupling**

It is simplest to count holes. Rewriting the interaction around the full shell gives holes the same mutual interaction as electrons, plus a one-body term that cubic symmetry makes equal for all t2g states. That term is linear in the number of holes and cancels from E(4) + E(6) − 2E(5).

Two particles in t2g have three interaction energies:

- Spin triplet, necessarily in different orbitals (³P): U′ − J = U − 3J.
- Singlet (XX + YY + ZZ)/√3 (¹S): U + 2J, since pair hopping connects each term to two others.
- The other singlets (¹D): U′ + J = U − J for different orbitals, and also U − J for combinations such as XX − YY.

The energies depend only on the total spin and total l, so the interaction is invariant under joint rotations generated by J_tot = j₁ + j₂.

*Hartree-Fock.* The mean field of the full shell is a constant C on t2g. Removing the electron in h removes its interaction I(i,h), exchange included, with each state i. Hence, with H_i the spin-orbit energy of i,

ε_i = H_i + C − I(i,h), I(h,h) = 0,
ε_h − ε_i = λ − H_i + I(i,h).

The field does not mix h with a filled state, because the antisymmetrized element with h twice on one side vanishes. Nor does it mix h′ with the quartet: the pair h h′ has J_tot = 0, while a quartet state and h have J_tot = 1 or 2. So h is a self-consistent hole, and for i = h′ the gap is I(h′,h), the interaction energy of the pair.

To find that energy, use S = −j/3 for both particles. In the J_tot = 0 pair j₁·j₂ = −3/4, so

⟨S_tot²⟩ = 3/4 + 3/4 + (2/9)(−3/4) = 4/3.

A J_tot = 0 state can contain ¹S and ³P, but not ¹D. Since S_tot² is 2 in ³P and 0 in ¹S, the weights are 2/3 and 1/3. The Hartree-Fock gap is

(1/3)(U + 2J) + (2/3)(U − 3J) = U − 4J/3 = 2.4 − 0.4 = 2.0 eV.

This requires h′ to lie above the filled quartet levels. For those, λ − H_i = 3λ/2 and the interaction is at least U − 3J. A sufficient condition is therefore 3λ/2 > 5J/3, here 0.6 eV > 0.5 eV.

*Many-body gap.* In hole language E(4) + E(6) − 2E(5) is the lowest two-hole energy, measured from two non-interacting holes in the doublet. There are two J_tot = 0 pairs. With suitable phases,

A = (1/2)² pair = √(1/3) ¹S + √(2/3) ³P
B = (3/2)² pair = √(2/3) ¹S − √(1/3) ³P.

Moving both holes to the quartet costs 2(3λ/2) = 3λ. The matrix elements are

W_AA = U − 4J/3
W_BB = (2/3)(U + 2J) + (1/3)(U − 3J) + 3λ = U + J/3 + 3λ
W_AB = (√2/3)[(U + 2J) − (U − 3J)] = 5√2 J/3.

The lower eigenvalue, half the trace minus the root, is

W = U − J/2 + 3λ/2 − R,
R = √[(3λ + 5J/3)²/4 + 50J²/9].

No other two-hole state lies lower. All others have J_tot ≥ 1 and at least one hole in the quartet, so their energy is at least U − 3J + 3λ/2. The value W is below this if R > 5J/2. For λ > 0,

R² > 25J²/36 + 200J²/36 = (5J/2)²,

which proves it. With the numbers,

R = √(0.7225 + 0.5) = 1.106 eV
W = 2.4 − 0.15 + 0.6 − 1.106 = 1.74 eV.

This lies 0.26 eV below the Hartree-Fock gap, which omits the mixing of A and B. For J ≪ λ the many-body gap tends to U − 4J/3, and for λ → 0 it tends to U − 3J. Unlike the mean-field gap, it does not depend on polarizing the hole.

**Comparison**

The level splitting is 3λ/2 = 0.6 eV, against the estimate of 0.4 eV. The moments are of order μ_B as expected, but their ratio of 1 to 2 comes from the weights in h, which scaling cannot supply. The estimate U_eff for the gap in (d) is exact in this model, because the hole and the highest filled state are Kramers partners under H.

For the Kanamori interaction the estimate U − J = 2.1 eV is close to the Hartree-Fock value of 2.0 eV, since the true factor 4/3 is near one. That this equals the gap in (d) follows from the chosen parameters, for which U − 4J/3 = U_eff.

The estimated further lowering J²/λ ≈ 0.2 eV is also near the calculated 0.26 eV, but this agreement is partly accidental. For J ≪ λ the lowering is

W_AB²/(3λ) = 50J²/(27λ),

which would be 0.42 eV here. The mixing element 5√2 J/3 = 0.71 eV is not small compared with 3λ = 1.2 eV, and the interaction adds 5J/3 = 0.5 eV to the separation of A and B. The full square root is therefore needed. The numerical check confirms its result by diagonalizing the interacting t2g shell directly.

Table of computed values

```
spin-orbit constant lambda: 0.4000 eV
U_eff: 2.0000 eV
cubic splitting Delta: 3.0000 eV
Kanamori U: 2.4000 eV
Kanamori J: 0.3000 eV
quartet level (4 states): -0.2000 eV
doublet level (2 states): 0.4000 eV
hole matrix p, order xy up, yz down, xz down:
  +0.3333+0.0000i  +0.3333+0.0000i  +0.0000-0.3333i
  +0.3333+0.0000i  +0.3333+0.0000i  +0.0000-0.3333i
  +0.0000+0.3333i  +0.0000+0.3333i  +0.3333+0.0000i
trace of n: 5.0000 electrons
d5 S_z: 0.1667 hbar
d5 L_z: 0.6667 hbar
spin moment z: -0.3333 mu_B
orbital moment z: -0.6667 mu_B
total moment z: -1.0000 mu_B
Zeeman splitting / (mu_B B): 2.0000
+U quartet level: -1.2000 eV
+U filled doublet level: -0.6000 eV
+U empty doublet level: 1.4000 eV
+U gap: 2.0000 eV
random start: spin-orbit energy at start: -0.0158 eV
random start: spin-orbit energy at end: -0.4000 eV
random start: final spin moment x: 0.1390 mu_B
random start: final orbital moment x: 0.2780 mu_B
random start: final spin moment y: 0.3028 mu_B
random start: final orbital moment y: 0.6057 mu_B
random start: final spin moment z: -0.0091 mu_B
random start: final orbital moment z: -0.0183 mu_B
random start: spin moment length: 0.3333 mu_B
random start: orbital moment length: 0.6667 mu_B
random start: final gap: 2.0000 eV
+U gap, lambda = 0, hole in xy up: 2.0000 eV
+U gap, hole shared by the doublet: 0.0000 eV
first-order splitting without spin-off-diagonal p: 1.1111 eV
full d shell: lower quartet level: -0.2733 eV
full d shell: doublet level: 0.4000 eV
two doublet holes: <S^2>: 1.3333 hbar^2
two doublet holes: <L^2>: 1.3333 hbar^2
3 lambda/2: 0.6000 eV
5 J/3: 0.5000 eV
Kanamori Hartree-Fock gap: 2.0000 eV
Kanamori many-body gap: 1.7443 eV
lowering by two-hole mixing: 0.2557 eV
```
